# Why Open Modes Limit Transmission Between a Metal and a Semiconductor: a program that tests the result

```python
"""
Result under test: for a metal lead with N_M open modes and a semiconductor
lead with N_S open modes, the total transmission T = Tr(t^dagger t) obeys
T <= min(N_M, N_S).  t is the flux-normalised transmission block of the
scattering matrix S; modes are counted per spin.
Part 1 solves lattice interfaces (energies in units of the hopping).
Part 2 turns the mode count into a contact-resistivity limit for n-type
silicon with rough typical parameters (lengths in nm, energies in eV).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

WIDTH = 10          # sites across each lead
HOP = 1.0           # hopping strength; matrix element is -HOP


def chain(onsite):
    return (onsite * np.eye(WIDTH) - HOP * np.eye(WIDTH, k=1)
            - HOP * np.eye(WIDTH, k=-1))


def lead_modes(onsite, energy):
    """Transverse modes, outgoing factors per slice, open flags, speeds."""
    eps, chi = np.linalg.eigh(chain(onsite))
    half = -(energy - eps) / (2 * HOP)
    is_open = np.abs(half) < 1
    root = np.sqrt(np.abs(half**2 - 1))
    factor = np.where(is_open, half + 1j * root, half - np.sign(half) * root)
    return chi, factor, is_open, 2 * HOP * root


def scatter(energy, onsite_left, onsite_right, h_mid):
    """Wave matching with evanescent modes; unitarity is not imposed."""
    size = len(h_mid)
    chi_l, f_l, open_l, v_l = lead_modes(onsite_left, energy)
    chi_r, f_r, open_r, v_r = lead_modes(onsite_right, energy)
    c_l = np.zeros((WIDTH, size))
    c_r = np.zeros((WIDTH, size))
    c_l[:, :WIDTH] = -HOP * np.eye(WIDTH)
    c_r[:, -WIDTH:] = -HOP * np.eye(WIDTH)
    zero = np.zeros((WIDTH, WIDTH))
    matrix = np.block([
        [HOP * chi_l / f_l, zero, c_l],
        [zero, HOP * chi_r / f_r, c_r],
        [-c_l.T @ chi_l, -c_r.T @ chi_r, energy * np.eye(size) - h_mid]])
    source = np.block([
        [-HOP * chi_l * f_l, zero],
        [zero, -HOP * chi_r * f_r],
        [c_l.T @ chi_l, c_r.T @ chi_r]])
    keep = np.concatenate([open_l, open_r])
    speed = np.concatenate([v_l, v_r])[keep]
    amp = np.linalg.solve(matrix, source[:, keep])[:2 * WIDTH][keep]
    s_matrix = np.sqrt(speed)[:, None] * amp / np.sqrt(speed)[None, :]
    return s_matrix, amp, int(open_l.sum()), int(open_r.sum())


def total_t(s_matrix, n_left):
    return float(np.sum(np.abs(s_matrix[n_left:, :n_left])**2))


def unitarity_error(s_matrix):
    return np.max(np.abs(s_matrix.conj().T @ s_matrix - np.eye(len(s_matrix))))


def slices(onsites):
    count = len(onsites)
    h_mid = np.kron(np.eye(count, k=1) + np.eye(count, k=-1),
                    -HOP * np.eye(WIDTH))
    for j, onsite in enumerate(onsites):
        part = slice(j * WIDTH, (j + 1) * WIDTH)
        h_mid[part, part] += chain(onsite)
    return h_mid


def surface_green(onsite, energy, eta=1e-9):
    """Surface Green function of a lead by repeated decimation."""
    unit = np.eye(WIDTH)
    surf = chain(onsite).astype(complex)
    bulk = surf.copy()
    a = -HOP * unit.astype(complex)
    b = a.copy()
    for _ in range(60):
        g = np.linalg.inv((energy + 1j * eta) * unit - bulk)
        surf = surf + a @ g @ b
        bulk = bulk + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
        if max(np.abs(a).max(), np.abs(b).max()) < 1e-14:
            break
    return np.linalg.inv((energy + 1j * eta) * unit - surf)


def green_t(energy, onsite_left, onsite_right, h_mid):
    size = len(h_mid)
    sig_l = np.zeros((size, size), complex)
    sig_r = np.zeros((size, size), complex)
    sig_l[:WIDTH, :WIDTH] = HOP**2 * surface_green(onsite_left, energy)
    sig_r[-WIDTH:, -WIDTH:] = HOP**2 * surface_green(onsite_right, energy)
    g = np.linalg.inv(energy * np.eye(size) - h_mid - sig_l - sig_r)
    gam_l = 1j * (sig_l - sig_l.conj().T)
    gam_r = 1j * (sig_r - sig_r.conj().T)
    return np.trace(gam_l @ g @ gam_r @ g.conj().T).real


rng = np.random.default_rng(7)


def random_interface(center, size=30):
    x = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    return 0.1 * (x + x.conj().T) + center * np.eye(size)


# One random interface without time-reversal symmetry.
E1, U1 = -0.4, 2.65
h_rand = random_interface(U1 / 2)
s1, _, n_m, n_s = scatter(E1, 0.0, U1, h_rand)
t_rand = total_t(s1, n_m)
t_back = float(np.sum(np.abs(s1[:n_m, n_m:])**2))
t_green = green_t(E1, 0.0, U1, h_rand)
r_metal = s1[:n_m, :n_m]
r_semi = s1[n_m:, n_m:]
refl = np.linalg.eigvalsh(r_metal.conj().T @ r_metal)
n_reflected = int(np.sum(refl > 1 - 1e-9))
loss_m = float(np.sum(np.abs(r_metal)**2))
loss_s = float(np.sum(np.abs(r_semi)**2))
assert unitarity_error(s1) < 1e-9
assert abs(t_rand - t_green) < 1e-5      # finite eta in the Green function
assert abs(t_rand - t_back) < 1e-9
assert abs(t_green - (n_m - loss_m)) < 1e-5
assert abs(t_green - (n_s - loss_s)) < 1e-5
assert n_reflected == n_m - n_s

# Many interfaces and energies, with either lead the narrower one.
worst_unitarity, best_ratio, metal_fewer, semi_fewer = 0.0, 0.0, 0, 0
N_TRIALS = 300
for _ in range(N_TRIALS):
    energy = rng.uniform(-1.0, 3.7)
    s, _, nl, nr = scatter(energy, 0.0, U1, random_interface(energy))
    worst_unitarity = max(worst_unitarity, unitarity_error(s))
    assert total_t(s, nl) <= min(nl, nr) + 1e-8
    if min(nl, nr) > 0:
        best_ratio = max(best_ratio, total_t(s, nl) / min(nl, nr))
    metal_fewer += nl < nr
    semi_fewer += nr < nl
assert worst_unitarity < 1e-8
assert metal_fewer > 10 and semi_fewer > 10

# Smooth grading approaches the bound; unnormalised amplitudes exceed it.
GRADED = 40
ramp = 0.5 * (1 - np.cos(np.pi * (np.arange(GRADED) + 0.5) / GRADED))
s2, amp2, nl2, nr2 = scatter(E1, 0.0, U1, slices(U1 * ramp))
t_graded = total_t(s2, nl2)
t_raw = float(np.sum(np.abs(amp2[nl2:, :nl2])**2))
s3, _, nl3, _ = scatter(E1, 0.0, U1, slices([0.0]))
t_abrupt = total_t(s3, nl3)
assert 0.97 * nr2 < t_graded <= nr2 + 1e-8
assert t_abrupt < t_graded
assert t_raw > min(nl2, nr2)

# Conserved transverse mode index gives a stricter mode-by-mode bound.
E4, U4 = 0.4, 3.45
s4, _, nl4, nr4 = scatter(E4, 0.0, U4, slices(U4 * ramp))
t_clean = total_t(s4, nl4)
shared = int(np.sum(lead_modes(0.0, E4)[2] & lead_modes(U4, E4)[2]))
t_mixed = max(total_t(scatter(E4, 0.0, U4, random_interface(E4))[0], nl4)
              for _ in range(200))
assert shared < min(nl4, nr4)
assert t_clean <= shared + 1e-8
assert shared < t_mixed <= min(nl4, nr4) + 1e-8

# A thin layer with no open modes still conducts between two metal leads.
U5 = 4.0
n_layer = int(lead_modes(U5, E1)[2].sum())
t_thin = total_t(scatter(E1, 0.0, 0.0, slices([U5] * 2))[0], n_m)
t_thick = total_t(scatter(E1, 0.0, 0.0, slices([U5] * 20))[0], n_m)
assert n_layer == 0 and t_thin > 1e-3 and t_thick < 1e-6

# Silicon and metal: rough typical inputs.
DENSITY_CM3 = 2e20
M_L, M_T = 0.92, 0.19
LATTICE, VALLEY_FRACTION = 0.543, 0.85
METAL_EF, LOW_METAL_EF = 5.0, 3.0
BARRIER, EPS_R, TEMP, SIDE = 0.6, 11.7, 300.0, 20.0
C = const.hbar**2 / (2 * const.m_e * const.e) * 1e18    # eV nm^2
KT = const.k * TEMP / const.e
R_Q = const.h / (2 * const.e**2)                       # ohm, two spins
density = DENSITY_CM3 * 1e-21                           # nm^-3
k_sphere = (3 * np.pi**2 * density / 6)**(1 / 3)
k_t = k_sphere * (M_T / M_L)**(1 / 6)
k_l = k_t * np.sqrt(M_L / M_T)
fermi = C * k_t**2 / M_T
mode_center = k_t**2 / (4 * np.pi)
mode_side = k_t * k_l / (4 * np.pi)
mode_si = 2 * mode_center + 4 * mode_side
k_metal = np.sqrt(METAL_EF / C)
mode_metal = k_metal**2 / (4 * np.pi)


def resistivity(mode_density):
    return R_Q / (mode_density * 1e14)                  # ohm cm^2


rho_min = resistivity(min(mode_si, mode_metal))

# Count quantised states in a large periodic box.
BOX = 200.0
grid = 2 * np.pi / BOX * np.arange(-70, 71)
kx, ky = np.meshgrid(grid, grid, indexing="ij")
count_center = np.sum(C * (kx**2 + ky**2) / M_T < fermi)
count_side = np.sum(C * (kx**2 / M_L + ky**2 / M_T) < fermi)
mode_counted = (2 * count_center + 4 * count_side) / BOX**2
assert abs(mode_counted / mode_si - 1) < 0.01           # edge of finite grid
energy_3d = C * (kx[:, :, None]**2 / M_L
                 + (ky[:, :, None]**2 + grid**2) / M_T)
density_counted = 12 * np.sum(energy_3d < fermi) / BOX**3
assert abs(density_counted / density - 1) < 0.01        # edge of finite grid
metal_grid = 2 * np.pi / BOX * np.arange(-400, 401)
metal_counted = np.sum(metal_grid[:, None]**2 + metal_grid**2
                       < METAL_EF / C) / BOX**2
assert abs(metal_counted / mode_metal - 1) < 0.01

# Temperature at fixed density.
mass_dos = (M_L * M_T**2)**(1 / 3)


def occupation(energy, mu):
    return 0.5 * (1 - np.tanh((energy - mu) / (2 * KT)))


def thermal_density(mu):
    # substitution E = y^2 removes the square-root edge
    top = np.sqrt(max(mu, 0) + 40 * KT)
    integral = quad(lambda y: 2 * y * y * occupation(y * y, mu), 0, top,
                    limit=200)[0]
    return 3 * (mass_dos / C)**1.5 / np.pi**2 * integral


mu_warm = brentq(lambda mu: thermal_density(mu) - density, -0.2, 0.5)
mode_slope = (2 * M_T + 4 * np.sqrt(M_L * M_T)) / (4 * np.pi * C)
mode_warm = mode_slope * KT * np.log1p(np.exp(mu_warm / KT))
mode_warm_quad = quad(
    lambda e: mode_slope * e / (4 * KT * np.cosh((e - mu_warm) / (2 * KT))**2),
    0, mu_warm + 40 * KT, points=[mu_warm], limit=200)[0]
assert abs(mode_warm / mode_warm_quad - 1) < 1e-6

# Hard-wall modes of a small square contact.
q = np.pi / SIDE * np.arange(1, 60)
hard_center = np.sum(C * (q[:, None]**2 + q**2) / M_T < fermi)
hard_side = np.sum(C * (q[:, None]**2 / M_L + q**2 / M_T) < fermi)
modes_area = mode_si * SIDE**2
modes_hard = int(2 * hard_center + 4 * hard_side)

# Conserved parallel momentum, free-electron metal, no umklapp.
k_valley = VALLEY_FRACTION * 2 * np.pi / LATTICE


def side_overlap(k_f):
    y = np.linspace(-k_t, k_t, 8001)
    half = k_l * np.sqrt(np.maximum(0, 1 - (y / k_t)**2))
    right = np.minimum(k_valley + half, np.sqrt(k_f**2 - y**2))
    length = np.maximum(0, right - (k_valley - half))
    return np.sum(length) * (y[1] - y[0]) / (np.pi * k_t * k_l)


overlap_high = side_overlap(k_metal)
k_low = np.sqrt(LOW_METAL_EF / C)
overlap_low = side_overlap(k_low)
ux, uy = np.meshgrid(np.linspace(-1, 1, 1201), np.linspace(-1, 1, 1201))
inside = ux**2 + uy**2 < 1
in_metal = (k_valley + k_l * ux)**2 + (k_t * uy)**2 < k_low**2
assert abs(np.sum(inside & in_metal) / np.sum(inside) - overlap_low) < 3e-3
# Two central valleys share one metal mode at each parallel momentum.
mode_k_high = mode_center + 4 * overlap_high * mode_side
mode_k_low = mode_center + 4 * overlap_low * mode_side
assert k_low > k_t and mode_k_low < mode_k_high < mode_si

# Schottky barrier: depletion profile, effective masses, zero temperature.
bending = BARRIER + fermi
depletion = np.sqrt(2 * EPS_R * const.epsilon_0 * bending
                    / (const.e * DENSITY_CM3 * 1e6)) * 1e9


def barrier_t(energy, mass, k_m, steps):
    energy = np.asarray(energy, dtype=float)
    k_s = np.sqrt(mass * energy / C)
    psi = np.ones_like(energy, dtype=complex)
    flux = 1j * k_s / mass
    dx = depletion / steps
    for j in range(steps - 1, -1, -1):
        potential = bending * (1 - (j + 0.5) / steps)**2
        k = np.sqrt(mass * (energy - potential) / C + 0j)
        cos, sin = np.cos(k * dx), np.sin(k * dx)
        psi, flux = (cos * psi - mass / k * sin * flux,
                     k / mass * sin * psi + cos * flux)
    incoming = 0.5 * (psi + flux / (1j * k_m))
    return k_s / mass / (k_m * np.abs(incoming)**2)


nodes, weights = np.polynomial.legendre.leggauss(40)
k_m_side = np.sqrt(k_metal**2 - k_valley**2)


def mean_transmissions(steps):
    e = 0.5 * fermi * (nodes + 1)
    return (0.5 * np.sum(weights * barrier_t(e, M_L, k_metal, steps)),
            0.5 * np.sum(weights * barrier_t(e, M_T, k_m_side, steps)))


def barrier_modes(steps):
    center, side = mean_transmissions(steps)
    return 2 * mode_center * center + 4 * mode_side * side


t_center, t_side = mean_transmissions(800)
mode_barrier = barrier_modes(800)
barrier_shift = abs(barrier_modes(400) / mode_barrier - 1)
e_test = 0.7 * fermi
k_test = np.sqrt(M_T * e_test / C)
sol = solve_ivp(
    lambda x, y: [M_T * y[1],
                  (bending * (1 - x / depletion)**2 - e_test) / C * y[0]],
    (depletion, 0), np.array([1, 1j * k_test / M_T], complex),
    rtol=1e-9, atol=1e-11)
a_test = 0.5 * (sol.y[0, -1] + sol.y[1, -1] / (1j * k_m_side))
t_ode = k_test / M_T / (k_m_side * abs(a_test)**2)
t_slice = float(barrier_t(e_test, M_T, k_m_side, 800))
assert abs(t_slice / t_ode - 1) < 1e-3
assert barrier_shift < 1e-3
assert 0 < t_center < 1 and 0 < t_side < 1

print(f"lattice: energy {E1}, semiconductor onsite {U1} (hopping units)")
print(f"open modes: metal {n_m}, semiconductor {n_s}")
print(f"random interface: T, wave matching = {t_rand:.6f}")
print(f"random interface: T, Green function = {t_green:.6f}")
print(f"reverse total transmission = {t_back:.6f}")
print(f"Tr r^dag r (metal) = {loss_m:.6f}")
print(f"Tr r'r'^dag (semiconductor) = {loss_s:.6f}")
print(f"wholly reflected metal combinations = {n_reflected}")
print(f"random trials = {N_TRIALS}; largest T/min = {best_ratio:.4f}")
print(f"trials with fewer metal modes = {metal_fewer}")
print(f"trials with fewer semiconductor modes = {semi_fewer}")
print(f"largest unitarity error = {worst_unitarity:.1e}")
print(f"abrupt clean interface: T = {t_abrupt:.4f}")
print(f"graded interface, {GRADED} slices: T = {t_graded:.6f}")
print(f"graded, unnormalised amplitude sum = {t_raw:.4f}")
print(f"second lattice: energy {E4}, onsite {U4} (hopping units)")
print(f"its open modes: {nl4} and {nr4}; shared indices {shared}")
print(f"clean graded T = {t_clean:.4f}; best mixed T = {t_mixed:.4f}")
print(f"closed layer: onsite {U5}, open modes {n_layer}")
print(f"closed layer T: 2 slices {t_thin:.3e}, 20 slices {t_thick:.3e}")
print(f"Si electron density = {DENSITY_CM3:.1e} cm^-3")
print(f"Si masses: longitudinal {M_L}, transverse {M_T} (m_e)")
print(f"Si Fermi semi-axes: k_t {k_t:.4f}, k_l {k_l:.4f} nm^-1")
print(f"Si Fermi energy above band edge, 0 K = {fermi:.4f} eV")
print(f"modes/area per central valley = {mode_center:.4f} nm^-2")
print(f"modes/area per side valley = {mode_side:.4f} nm^-2")
print(f"Si modes/area: formula {mode_si:.4f}, count {mode_counted:.4f} nm^-2")
print(f"metal: E_F {METAL_EF} eV, k_F {k_metal:.3f} nm^-1")
print(f"metal modes/area = {mode_metal:.3f} nm^-2")
print(f"h/(2e^2) = {R_Q:.2f} ohm")
print(f"lowest contact resistivity, 0 K = {rho_min:.3e} ohm cm^2")
print(f"contact side = {SIDE:.0f} nm; modes from area = {modes_area:.1f}")
print(f"lowest resistance from area count = {R_Q / modes_area:.2f} ohm")
print(f"hard-wall modes = {modes_hard}; limit {R_Q / modes_hard:.2f} ohm")
print(f"{TEMP:.0f} K: chemical potential above band edge {mu_warm:.4f} eV")
print(f"{TEMP:.0f} K: thermal Si modes/area = {mode_warm:.4f} nm^-2")
print(f"{TEMP:.0f} K: resistivity limit {resistivity(mode_warm):.3e} ohm cm^2")
iso = 6 * k_sphere**2 / (4 * np.pi)
print(f"six spherical valleys: modes/area = {iso:.4f} nm^-2")
print(f"spherical-valley limit = {resistivity(iso):.3e} ohm cm^2")
print(f"side-valley centre: lattice {LATTICE} nm, k = {k_valley:.3f} nm^-1")
print(f"side-valley overlap, {METAL_EF} eV metal = {overlap_high:.4f}")
print(f"k-conserving limit = {resistivity(mode_k_high):.3e} ohm cm^2")
print(f"side-valley overlap, {LOW_METAL_EF} eV metal = {overlap_low:.4f}")
print(f"its k-conserving limit = {resistivity(mode_k_low):.3e} ohm cm^2")
print(f"barrier = {BARRIER} eV; relative permittivity = {EPS_R}")
print(f"band bending {bending:.4f} eV; depletion width {depletion:.3f} nm")
print(f"mean barrier T: central {t_center:.3e}, side {t_side:.3e}")
print(f"barrier estimate = {resistivity(mode_barrier):.3e} ohm cm^2")
print(f"barrier estimate / 0 K limit = {mode_si / mode_barrier:.1f}")
print(f"barrier mesh shift, 400 to 800 slices = {barrier_shift:.1e}")
print("done: every assertion held")
```

Running it gives:

```
lattice: energy -0.4, semiconductor onsite 2.65 (hopping units)
open modes: metal 8, semiconductor 3
random interface: T, wave matching = 1.876036
random interface: T, Green function = 1.876036
reverse total transmission = 1.876036
Tr r^dag r (metal) = 6.123964
Tr r'r'^dag (semiconductor) = 1.123964
wholly reflected metal combinations = 5
random trials = 300; largest T/min = 0.8273
trials with fewer metal modes = 136
trials with fewer semiconductor modes = 133
largest unitarity error = 4.4e-15
abrupt clean interface: T = 1.5846
graded interface, 40 slices: T = 2.999902
graded, unnormalised amplitude sum = 3.6472
second lattice: energy 0.4, onsite 3.45 (hopping units)
its open modes: 8 and 3; shared indices 1
clean graded T = 0.9996; best mixed T = 2.3782
closed layer: onsite 4.0, open modes 0
closed layer T: 2 slices 1.073e-01, 20 slices 3.484e-13
Si electron density = 2.0e+20 cm^-3
Si masses: longitudinal 0.92, transverse 0.19 (m_e)
Si Fermi semi-axes: k_t 0.7655, k_l 1.6844 nm^-1
Si Fermi energy above band edge, 0 K = 0.1175 eV
modes/area per central valley = 0.0466 nm^-2
modes/area per side valley = 0.1026 nm^-2
Si modes/area: formula 0.5037, count 0.5046 nm^-2
metal: E_F 5.0 eV, k_F 11.456 nm^-1
metal modes/area = 10.443 nm^-2
h/(2e^2) = 12906.40 ohm
lowest contact resistivity, 0 K = 2.562e-10 ohm cm^2
contact side = 20 nm; modes from area = 201.5
lowest resistance from area count = 64.06 ohm
hard-wall modes = 158; limit 81.69 ohm
300 K: chemical potential above band edge 0.1124 eV
300 K: thermal Si modes/area = 0.4832 nm^-2
300 K: resistivity limit 2.671e-10 ohm cm^2
six spherical valleys: modes/area = 0.4733 nm^-2
spherical-valley limit = 2.727e-10 ohm cm^2
side-valley centre: lattice 0.543 nm, k = 9.836 nm^-1
side-valley overlap, 5.0 eV metal = 0.9955
k-conserving limit = 2.835e-10 ohm cm^2
side-valley overlap, 3.0 eV metal = 0.1550
its k-conserving limit = 1.171e-09 ohm cm^2
barrier = 0.6 eV; relative permittivity = 11.7
band bending 0.7175 eV; depletion width 2.154 nm
mean barrier T: central 1.451e-03, side 9.690e-02
barrier estimate = 3.234e-09 ohm cm^2
barrier estimate / 0 K limit = 12.6
barrier mesh shift, 400 to 800 slices = 1.3e-06
done: every assertion held
```
